# The gap of a honeycomb lattice with unequal sublattice energies

A honeycomb lattice with a hopping energy of 2.70 eV and a sublattice energy difference of 0.050 eV has bands that lie 16.2 eV apart at the zone centre $\Gamma$ and 5.40 eV apart at the edge midpoint $M$. Its gap is nevertheless 0.050000 eV, the small sublattice difference with no trace of the large hopping. A periodic crystal of $12\times12$ cells shows this gap, while one of $10\times10$ cells shows 2.06 eV. Both facts follow from the way three hopping amplitudes add at one wave vector.

## Assumptions and conventions

Each site carries one orbital, and orbitals on different sites are orthogonal. The site energy is $+\Delta/2$ on sublattice A and $-\Delta/2$ on sublattice B. If the two energies are $\varepsilon_A$ and $\varepsilon_B$, then $\Delta=\varepsilon_A-\varepsilon_B$ and energies are measured from their mean. An electron hops between nearest neighbours with matrix element $-t$, where $t>0$, and there is one electron per site. Electrons interact only through whatever average effect is already contained in $t$ and $\Delta$.

With bond length $a$, the three bonds from an A site to its B neighbours are

$$\mathbf d_1=a(0,1),\quad \mathbf d_2=a\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\quad \mathbf d_3=a\left(-\tfrac{\sqrt3}{2},-\tfrac12\right).$$

The lattice vectors are differences of bonds:

$$\mathbf a_1=\mathbf d_2-\mathbf d_3=a(\sqrt3,0),\qquad \mathbf a_2=\mathbf d_1-\mathbf d_3=a\left(\tfrac{\sqrt3}{2},\tfrac32\right).$$

The Brillouin zone is a hexagon. Two of its corners are $\mathbf K=\left(4\pi/(3\sqrt3a),\,0\right)$ and $\mathbf K'=-\mathbf K$; the other four differ from these by reciprocal lattice vectors.

**Theorem.** Under these assumptions the infinite crystal has the bands

$$E_\pm(\mathbf k)=\pm\sqrt{\frac{\Delta^2}{4}+t^2|f(\mathbf k)|^2},\qquad f(\mathbf k)=\sum_{j=1}^{3}e^{i\mathbf k\cdot\mathbf d_j}.$$

The gap between the filled and the empty band is $|\Delta|$, whatever the ratio $\Delta/t$. Both band edges lie at $K$ and $K'$ and, up to reciprocal lattice vectors, nowhere else.

The proof needs the bands and the zeros of $f$.

## Lemma 1: the bands

Let the amplitude be $c_A e^{i\mathbf k\cdot\mathbf r}$ on an A site at $\mathbf r$ and $c_B e^{i\mathbf k\cdot\mathbf r}$ on a B site at $\mathbf r$. An A site receives amplitude from B sites at $\mathbf r+\mathbf d_j$, and a B site from A sites at $\mathbf r-\mathbf d_j$. After division by the common factor $e^{i\mathbf k\cdot\mathbf r}$, the Schrödinger equation on the two kinds of site reads

$$\left(E-\tfrac{\Delta}{2}\right)c_A=-t f\,c_B,\qquad \left(E+\tfrac{\Delta}{2}\right)c_B=-t f^*c_A. \tag{1}$$

A solution other than $c_A=c_B=0$ exists when the determinant vanishes:

$$\left(E-\tfrac{\Delta}{2}\right)\left(E+\tfrac{\Delta}{2}\right)-t^2|f|^2=0
\quad\Longrightarrow\quad E^2=\tfrac{\Delta^2}{4}+t^2|f|^2 .$$

The two square roots are the stated bands. Multiplying $f$ by $f^*$ gives three terms equal to 1 and three pairs of conjugate phases. Since $\mathbf d_1-\mathbf d_2=\mathbf a_2-\mathbf a_1$,

$$|f|^2=3+2\cos\mathbf k\cdot\mathbf a_1+2\cos\mathbf k\cdot\mathbf a_2+2\cos\mathbf k\cdot(\mathbf a_1-\mathbf a_2). \tag{2}$$

At $\Gamma$ all cosines are 1 and $|f|=3$, the largest value that three unit numbers can give. The separation there is $2\sqrt{0.025^2+8.1^2}=16.2$ eV. At $M$ one cosine is $1$ and two are $-1$, so $|f|=1$ and the separation is $2\sqrt{0.025^2+2.7^2}=5.40$ eV. ∎

## Lemma 2: the zeros of $f$

Put $\theta_1=\mathbf k\cdot\mathbf a_1$ and $\theta_2=\mathbf k\cdot\mathbf a_2$. Taking out the phase of the third bond gives

$$f\,e^{-i\mathbf k\cdot\mathbf d_3}=1+e^{i\theta_1}+e^{i\theta_2}.$$

The factor on the left has modulus 1, so $f=0$ requires

$$\cos\theta_1+\cos\theta_2=-1,\qquad \sin\theta_1=-\sin\theta_2 .$$

The second condition makes the squares of the sines equal, hence also the squares of the cosines. Thus $\cos\theta_1=\pm\cos\theta_2$. The minus sign would make the sum of cosines zero, against the first condition. Both cosines are therefore $-1/2$, and the sines are $\pm\sqrt3/2$ with opposite signs. Modulo $2\pi$ there are two solutions:

$$(\theta_1,\theta_2)=\left(\tfrac{4\pi}{3},\tfrac{2\pi}{3}\right)\quad\text{or}\quad\left(\tfrac{2\pi}{3},\tfrac{4\pi}{3}\right).$$

Direct multiplication gives $\mathbf K\cdot\mathbf a_1=4\pi/3$ and $\mathbf K\cdot\mathbf a_2=2\pi/3$, the first solution. Reversing both signs gives the second, which is $\mathbf K'$. Because $\mathbf a_1$ and $\mathbf a_2$ are independent, the two phases fix $\mathbf k$ up to a reciprocal lattice vector, so there are no further zeros. ∎

## Proof of the theorem

A crystal of $N$ cells has $2N$ sites and $2N$ electrons. The lower band has $N$ orbital states, each holding two spins, so at zero temperature it is full and the upper band is empty.

Since $t^2|f|^2\ge0$, Lemma 1 gives, for every $\mathbf k$,

$$E_+(\mathbf k)\ge\frac{|\Delta|}{2},\qquad E_-(\mathbf k)\le-\frac{|\Delta|}{2}.$$

Any empty state thus lies at least $|\Delta|$ above any filled one, even if their wave vectors differ. Equality in either bound requires $f=0$, which by Lemma 2 happens at $K$ and $K'$ alone. Both bounds are reached there, at the same wave vector, so the gap is direct and equals $|\Delta|$. ∎

**Remark on finite crystals.** In a periodic crystal of $N\times N$ cells, $\theta_1$ and $\theta_2$ are multiples of $2\pi/N$. The values $2\pi/3$ and $4\pi/3$ occur only if 3 divides $N$. The $12\times12$ crystal contains $K$; the $10\times10$ crystal does not. Near $K$ the latter offers $(\theta_1,\theta_2)=2\pi(0.7,\,0.3)$, where (2) gives $|f|=0.382$ and a separation of $2\sqrt{0.025^2+(2.7\times0.382)^2}=2.06$ eV. This is the gap found by diagonalizing that crystal. It measures the missing wave vector, not the infinite lattice.

**Remark on the limits of $t$ and $\Delta$.** At $\Delta=0$ the bands touch at $K$ and $K'$. At $t=0$ they are flat, and the gap $|\Delta|$ has no location. For $|\Delta|\gg 6t$ the square root may be expanded at every $\mathbf k$:

$$E_+\approx\frac{|\Delta|}{2}+\frac{t^2|f|^2}{|\Delta|}.$$

The bands are then narrow, of width $9t^2/|\Delta|$, but their edges are still at the corners. A small $\Delta$ is thus not needed for the theorem.

## Proposition 1: the states at the edges

*Let $\Delta>0$. At $K$ and $K'$ the upper state lies wholly on A and the lower wholly on B. At other wave vectors a state of energy $E$ has the A weight*

$$|c_A|^2=\frac12\left(1+\frac{\Delta}{2E}\right). \tag{3}$$

*Proof.* At $K$, $f=0$ and equations (1) decouple. For $E=\Delta/2$ the second becomes $\Delta\,c_B=0$, so $c_B=0$. For $E=-\Delta/2$ the first gives $c_A=0$.

Away from the corners, take the squared modulus of the first equation and replace $t^2|f|^2$ by $E^2-\Delta^2/4$:

$$\left(E-\tfrac{\Delta}{2}\right)^2|c_A|^2=\left(E-\tfrac{\Delta}{2}\right)\left(E+\tfrac{\Delta}{2}\right)|c_B|^2 .$$

Here $E\ne\Delta/2$, so one factor can be divided out. With $|c_B|^2=1-|c_A|^2$ this leaves

$$\left(E-\tfrac{\Delta}{2}\right)|c_A|^2=\left(E+\tfrac{\Delta}{2}\right)\left(1-|c_A|^2\right)
\quad\Longrightarrow\quad 2E\,|c_A|^2=E+\tfrac{\Delta}{2},$$

which is (3). ∎

This is the physical reason for the result. At $K$ the amplitudes arriving at an A site from its three B neighbours have equal size and phases 120 degrees apart, so they cancel. Hopping is present on every bond, yet it cannot mix the sublattices. Each state keeps the energy of its own sublattice.

## Proposition 2: the bands near the gap

*For $\mathbf k=\mathbf K+\mathbf q$ with $qa\ll1$, to leading order in $qa$,*

$$E_\pm\approx\pm\sqrt{\frac{\Delta^2}{4}+(\hbar vq)^2},\qquad \hbar v=\frac{3ta}{2},\qquad m^*=\frac{|\Delta|}{2v^2}.$$

*Proof.* The bond phases at $K$ are $\mathbf K\cdot\mathbf d_1=0$, $\mathbf K\cdot\mathbf d_2=2\pi/3$ and $\mathbf K\cdot\mathbf d_3=-2\pi/3$. The zeroth-order terms of $f$ cancel. With $e^{\pm2\pi i/3}=-\tfrac12\pm\tfrac{\sqrt3}{2}i$, the first-order terms are

$$f\approx i\left[\mathbf q\cdot\mathbf d_1-\tfrac12\,\mathbf q\cdot(\mathbf d_2+\mathbf d_3)+\tfrac{\sqrt3}{2}i\,\mathbf q\cdot(\mathbf d_2-\mathbf d_3)\right].$$

Now $\mathbf d_2+\mathbf d_3=a(0,-1)$ and $\mathbf d_2-\mathbf d_3=a(\sqrt3,0)$. Hence

$$f\approx i\left[aq_y+\tfrac12aq_y+\tfrac32i\,aq_x\right]=\tfrac{3a}{2}\,i\,(q_y+iq_x),\qquad |f|\approx\tfrac{3a}{2}q .$$

Insertion into Lemma 1 gives the energies. If also $\hbar vq\ll|\Delta|/2$, then

$$E_+\approx\frac{|\Delta|}{2}+\frac{(\hbar vq)^2}{|\Delta|}.$$

Setting the second term equal to $\hbar^2q^2/(2m^*)$ yields $m^*=|\Delta|/(2v^2)$. Since $|f(-\mathbf k)|=|f(\mathbf k)|$, the same mass holds at $K'$. ∎

For $t=2.70$ eV and $a=0.142$ nm, $\hbar v=1.5\times2.70\times0.142=0.575$ eV nm, or $v=8.74\times10^5$ m/s. The mass is 0.0058 electron masses. At $q=0.0435$ nm$^{-1}$ the hopping term $\hbar vq$ equals $\Delta/2=0.025$ eV. The energy is then $0.025\sqrt2=0.0354$ eV, and (3) gives an A weight of $\tfrac12(1+0.025/0.0354)=0.85$.

## Proposition 3: what changes when the hopping changes

**(a) Second neighbours.** *Let each site also hop to its six second neighbours with element $-t_2$, $t_2\ge0$, equal on both sublattices. The gap stays $|\Delta|$ at $K$ and $K'$ if*

$$9t_2<\sqrt{\tfrac{\Delta^2}{4}+9t^2}-\tfrac{|\Delta|}{2}.$$

*Proof.* The six phases sum to the three cosine terms of (2), that is, to $F-3$ with $F=|f|^2$. Both bands therefore gain $-t_2(F-3)$:

$$E_\pm=3t_2-t_2F\pm\sqrt{\tfrac{\Delta^2}{4}+t^2F},\qquad 0\le F\le9 .$$

The lower band falls as $F$ grows, so its maximum is at $F=0$. The upper band is a concave function of $F$, so its minimum is at $F=0$ or $F=9$. The stated condition says that $F=0$ is the lower of the two. The common shift $3t_2$ drops out of the difference. ∎

For $t_2=0.10$ eV the condition reads $0.90<8.08$ eV, and the computed gap is indeed 0.050000 eV. Near $F=0$ the slopes of the bands are $\pm t^2/|\Delta|-t_2$, so the electron and hole curvatures change by a fraction $t_2|\Delta|/t^2=0.07\%$ in opposite senses. If the second-neighbour elements $t_{2A}$ and $t_{2B}$ differ, the two levels at $K$ are separated by $|\Delta+3(t_{2A}-t_{2B})|$. The bare site energies then no longer fix the gap alone.

**(b) Unequal bonds.** *Let the hopping along $\mathbf d_1$ be $(1+\delta)t$, with $\delta>0$. For $\delta\le1$ the gap remains $|\Delta|$ but leaves $K$. For $\delta>1$ it is $2\sqrt{\Delta^2/4+(\delta-1)^2t^2}$.*

*Proof.* Lemma 1 holds with $f=(1+\delta)e^{i\mathbf k\cdot\mathbf d_1}+e^{i\mathbf k\cdot\mathbf d_2}+e^{i\mathbf k\cdot\mathbf d_3}$. At $K$ this equals $\delta$, which is not zero. On the line $k_y=0$,

$$f=1+\delta+2\cos\left(\tfrac{\sqrt3}{2}ak_x\right),$$

which vanishes for some $k_x$ if $\delta\le1$. The bound $|\Delta|/2$ is then reached there. If $\delta>1$, the two weaker terms cannot cancel the strong one, and $|f|\ge\delta-1$. Equality holds at $\theta_1=0$, $\theta_2=\pi$, an $M$ point. ∎

For small $\delta$, expansion about $K$ gives $f\approx\delta-\tfrac32aq_x$, so the gap moves by $q_x=2\delta/(3a)$. A 2% excess gives $0.04/0.426=0.094$ nm$^{-1}$. The separation left behind at $K$ is $2\sqrt{0.025^2+(0.02\times2.70)^2}=0.119$ eV, more than twice the gap. Someone who examined only $K$ would thus misread a lattice whose hoppings are slightly unequal. In a strained sheet the bond vectors change as well, which moves the zone corner itself; that shift is not included here. With one hopping of $2.2t$, the gap itself rises to $2\sqrt{0.025^2+0.54^2}=1.08$ eV.

## Reading the example as a channel

**Thermal carriers.** At 300 K, $kT=0.0259$ eV, so the gap is only $1.9\,kT$. By the symmetry of the bands the chemical potential of the undoped sheet is at midgap. Two spins and two valleys give $4\times2\pi q\,dq/(2\pi)^2=2q\,dq/\pi$ states per area, and the dispersion gives $q\,dq=E\,dE/(\hbar v)^2$. Hence

$$n=\int_{|\Delta|/2}^{\infty}\frac{2E}{\pi(\hbar v)^2}\,\frac{dE}{e^{E/kT}+1}=8.5\times10^{10}\ \text{cm}^{-2}.$$

A sum over the full lattice bands gives the same value to this precision. With $\Delta=0$, and $t$, $a$ and the temperature held fixed, the density is $1.06\times10^{11}$ cm$^{-2}$. The gap removes only a fifth of the thermal electrons, so at room temperature it cannot empty the channel.

**Band shape.** At an energy $kT$ above the edge, $(\hbar vq)^2=kT(kT+|\Delta|)$, whereas the parabola would give $kT|\Delta|$. The true $q$ is larger by $\sqrt{1+kT/|\Delta|}=1.23$, so the parabolic mass is a poor guide at 300 K. The cone form itself is good: at this $q$ the lattice energies at $+q$ and $-q$ along $x$ differ by 0.2 meV, out of 51 meV.

**Tunnelling.** In a field $\mathcal E$ an electron can cross from the lower to the upper band. For zero transverse momentum its wave decays where $|e\mathcal Ex|<|\Delta|/2$, at a rate $\kappa$ with $(\hbar v\kappa)^2=\Delta^2/4-(e\mathcal Ex)^2$. The integral of $\kappa$ is the area of a half-ellipse, so the leading exponential estimate is

$$P\approx\exp\left(-2\int\kappa\,dx\right)=\exp\left(-\frac{\pi\Delta^2}{4\hbar v\,e\mathcal E}\right).$$

At 0.010 MV/cm, $e\mathcal E=0.001$ eV/nm and the exponent is $-3.41$, so $P=0.033$. Propagating a lower-band state through $K$ with the lattice Hamiltonian also gives 0.033, which supports the unit prefactor here.

**The real case.** The parameters are round values in the rough regime of graphene on aligned boron nitride, where gaps of some tens of meV have been reported. The 16.2 eV separation at $\Gamma$ belongs to the one-orbital model and should not be read as a property of graphene. The model velocity of $8.74\times10^5$ m/s is also below the $1.0\times10^6$ m/s or more usually measured in graphene. With $v=1.0\times10^6$ m/s the thermal density above would be $6.5\times10^{10}$ cm$^{-2}$, since it scales as $1/v^2$, and the tunnelling probability would be 0.051. Real sheets break the assumption of a uniform sublattice difference, because the two lattices form a moiré pattern. As a sizing, six plane waves forming a triangular pattern of period 14 nm, each with the chosen coefficient $+0.010$ eV, were added to the cone model, with the mean difference held at 0.050 eV. The gap at the valley centre fell to 49.3 meV for a modulation equal on both sublattices and to 49.2 meV for one of opposite sign on them. Almost all of this gap comes from the assumed mean: with zero mean the same two patterns open no gap and a gap of 0.13 meV, respectively. The estimate therefore takes the mean difference as given and does not explain where the gap of a real sheet comes from. It also omits moiré changes of the hopping. Electron repulsion is a further uncertainty. For a rough dielectric constant of 2.5 its strength relative to the band motion, $e^2/(4\pi\varepsilon_0\varepsilon_r\hbar v)$, is 1.0, which is not small. Its effect on the gap is not computed here, so $t$ and $\Delta$ must be taken as effective parameters. The remaining values are listed in the numerical output.

## Computed values

```
hopping t: 2.70 eV
bond length a: 0.142 nm
sublattice energy difference: 0.050 eV
temperature: 300 K
length of K: 17.031 1/nm
direct gap at K: 0.050000 eV
direct gap at K': 0.050000 eV
direct gap at M: 5.4002 eV
direct gap at Gamma: 16.2001 eV
gap of 12x12 crystal (contains K): 0.050000 eV
gap of 10x10 crystal (misses K): 2.0632 eV
A weight, upper state at K: 1.0000
A weight, lower state at K: 0.0000
hbar v: 0.5751 eV nm
velocity v: 8.737e+05 m/s
band-edge mass / electron mass: 0.00576
q where hbar v q = half splitting: 0.0435 1/nm
upper energy at that q (along y): 0.03536 eV
A weight, upper state at that q: 0.8536
kT: 0.02585 eV
gap / kT: 1.93
q at kT above the edge: 0.0770 1/nm
that q / parabolic-band q: 1.232
warping: energy difference at +q and -q: 0.211 meV
thermal electrons, cone integral: 8.500e+10 1/cm2
thermal electrons, lattice sum: 8.502e+10 1/cm2
thermal electrons without gap: 1.058e+11 1/cm2
density ratio, gapped / gapless: 0.803
field: 0.010 MV/cm
tunnelling probability, formula: 0.0329
tunnelling probability, propagated: 0.0329
second-neighbour hopping: 0.10 eV
gap with second-neighbour hopping: 0.050000 eV
its share of band-edge curvature: 0.069 %
excess of one hopping: 2.0 %
gap with that excess: 0.050000 eV
distance of gap from K: 0.0942 1/nm
direct gap left at K: 0.1190 eV
gap with one hopping 2.2 t: 1.0812 eV
moire period: 14.0 nm
moire amplitude per wave: 0.010 eV
gap with scalar moire: 49.32 meV
gap with sublattice-odd moire: 49.21 meV
dielectric constant: 2.5
Coulomb coupling strength: 1.00
```
